# Heating at Constant Saturated Island Density: The Required Deposition Flux

**Q:** When I deposit a fraction of a monolayer on a hotter substrate, I get fewer islands. Can the flux be chosen to cancel this, and what exactly would stay constant?

**A:** The quantity to hold is \(N\), the number of stable islands per surface site, once it has saturated. I compare depositions at different temperatures, with equal final coverage and each with its own steady flux. A ramp within one deposition comes later.

Let \(F\) be the flux in monolayers (ML) per second, so that the deposited coverage is \(\theta=Ft\). An adatom makes \(\nu_0e^{-E_m/kT}\) hops per second, each of one site spacing in a random direction. Its mean square displacement is therefore \(\nu_0e^{-E_m/kT}\,t\). Equating this to \(4Dt\) gives

\[
D=\frac{\nu_0}{4}\,e^{-E_m/kT}
\]

in sites\(^2\)/s. I assume that nothing desorbs and that \(\nu_0\) does not depend on temperature.

**Q:** Diffusion alone would suggest scaling \(F\) with \(D\). Why should binding energies matter?

**A:** Because small clusters fall apart. The critical size \(i\) is the size of the largest cluster that is more likely to break up into single adatoms than to grow into a large island. With one more atom, growth becomes the likelier outcome, and I then call the cluster stable, even if it sometimes loses an atom on the way. Let \(E_i\) be the energy needed to split the critical cluster into separate adatoms, so \(E_1=0\) and \(E_i>0\) for \(i>1\).

If clusters up to size \(i\) form and decay quickly, they are in equilibrium with the adatoms. In a dilute lattice gas each atom contributes a fugacity \(z\), and binding contributes \(e^{E_i/kT}\). With \(C_i\) shapes and orientations per site, all of the same energy,

\[
n_1=z,\qquad n_i=C_i z^i e^{E_i/kT}=C_i n_1^i e^{E_i/kT}.
\]

Diluteness matters, since occupied neighbouring sites are ignored. A sum over all states of a 4 × 4 periodic square lattice, with \(z=0.002\) and a Boltzmann factor of 10 per bond, tests this. Trimers have \(C_3=6\) and two bonds, so the formula predicts \(n_3/n_1^3=6\times10^2=600\). The sum gives 606.5.

**Q:** You still need the adatom density, which nobody sets directly.

**A:** The flux and the islands set it. An island captures adatoms at the rate \(\sigma_xDn_1\), which defines the capture number \(\sigma_x\). Atoms that land on islands are assumed to step down and join the others. When supply balances capture,

\[
F=\sigma_xDn_1N
\quad\Longrightarrow\quad
n_1=\frac{F}{\sigma_xDN}.
\]

This needs an adatom lifetime \(1/(\sigma_xDN)\) much shorter than the deposition, and a negligible share of atoms used up in making nuclei. Both will hold in the example.

**Q:** Nucleation only adds islands. Where does saturation come from?

**A:** In the simplest model, with constant capture numbers, from coalescence. It is not the only route: growing islands capture more strongly, which lowers \(n_1\) and can shut nucleation off before islands touch. I return to this with the varying capture numbers. Take islands as randomly placed discs of radius \(r\), with \(N\) per unit area. Two discs touch when their centres are \(2r\) apart. If \(r\) grows by \(dr\), this distance grows by \(2dr\), and the ring swept around each centre has area

\[
2\pi(2r)(2\,dr)=8\pi r\,dr .
\]

It contains \(8\pi Nr\,dr\) new contacts per island. Counting each pair once gives \(4\pi N^2r\,dr\) contacts per area, and each removes one island. Since \(\theta=N\pi r^2\), growth at fixed \(N\) gives \(d\theta=2\pi Nr\,dr\). The loss is therefore \(2N\,d\theta\).

This is a low-coverage result. For 200,000 random discs at coverage 0.01, the counted coefficient is 1.961 instead of 2, within the sampling noise. Using it at \(\theta=0.3\) is a model assumption. If the coefficient 2 is replaced by another function of \(\theta\), the flux law below is unaffected.

**Q:** Then put nucleation and loss together.

**A:** A critical cluster becomes stable when it captures an adatom, at the rate \(\sigma_iDn_1\). Hence

\[
\frac{dN}{dt}=\sigma_iDn_1n_i-2NF .
\]

Divide by \(F\), using \(d\theta=F\,dt\), and insert \(n_i\) and then \(n_1\):

\[
\begin{aligned}
\frac{dN}{d\theta}
&=\sigma_iC_i\frac{D}{F}\,n_1^{i+1}e^{E_i/kT}-2N\\
&=\sigma_iC_i\frac{D}{F}\left(\frac{F}{\sigma_xDN}\right)^{i+1}e^{E_i/kT}-2N\\
&=\frac{A\Lambda}{N^{i+1}}-2N,
\end{aligned}
\]

with

\[
A=\frac{\sigma_iC_i}{\sigma_x^{i+1}},\qquad
\Lambda=\left(\frac FD\right)^i e^{E_i/kT}.
\]

One factor \(D/F\) has cancelled one of the \(i+1\) factors \(F/D\), leaving the power \(i\). Flux and temperature enter through \(\Lambda\) alone.

**Q:** Does that equation really have a saturated solution?

**A:** Yes, for constant capture numbers. Set \(w=N^{i+2}\). Then

\[
\frac{dw}{d\theta}=(i+2)N^{i+1}\frac{dN}{d\theta}
=(i+2)(A\Lambda-2w).
\]

This is linear, and with \(w(0)=0\) its solution is

\[
N^{i+2}=\frac{A\Lambda}{2}\left[1-e^{-2(i+2)\theta}\right].
\]

The bracket tends to one, where nucleation balances coalescence. For \(i=3\) and \(\theta=0.3\) it is \(1-e^{-3}=0.950\). Its fifth root is 0.99, so \(N\) is within about 1% of the plateau.

**Q:** At the start there are no islands, and your adatom balance gives an infinite \(n_1\).

**A:** The balance fails there, but the solution forgets its start as \(e^{-2(i+2)\theta}\). Integrating the adatom equation together with the island equation, from a bare surface, avoids the balance altogether. For the example below it gives \(N=7.135\times10^{-5}\) per site, against \(7.140\times10^{-5}\) from the formula.

**Q:** Now show me the flux.

**A:** On the plateau \(N_{\rm sat}^{i+2}=A\Lambda/2\). Inserting \(D\) gives

\[
\Lambda=\left(\frac{4F}{\nu_0}\right)^i
\exp\left(\frac{iE_m+E_i}{kT}\right),
\]

\[
N_{\rm sat}\propto F^{i/(i+2)}
\exp\left[\frac{iE_m+E_i}{(i+2)kT}\right].
\]

At fixed flux the exponential falls on heating, which is the loss of islands you see. Constant \(N_{\rm sat}\) requires constant \(\Lambda\), so

\[
i\ln F+\frac{iE_m+E_i}{kT}=\text{constant}.
\]

Dividing by \(i\) and exponentiating,

\[
\boxed{F(T)\propto
\exp\left[-\frac{E_m+E_i/i}{kT}\right]}
\]

The flux must rise on heating.

**Q:** Why \(E_i/i\), when a whole cluster has to be held together?

**A:** At constant \(N\), the adatom balance makes \(n_1\) proportional to \(F/D\), and the law makes \(F/D\) proportional to \(e^{-E_i/(ikT)}\). Then

\[
n_i\propto n_1^ie^{E_i/kT}=\text{constant}.
\]

Heating lowers the binding factor \(e^{E_i/kT}\) of the critical clusters, and \(i\) powers of the adatom density share the repair. With \(n_i\) restored, the nucleation rate \(\sigma_iDn_1n_i\) is proportional to \(F\). The number of nuclei per deposited atom is unchanged.

**Q:** What happens at the two ends, small and large \(i\)?

**A:** For \(i=1\), \(E_1=0\) and \(F\propto D\), your first guess. For large clusters on a square lattice with bond energy \(\varepsilon\), a square of \(i=m^2\) atoms has \(2m^2-2m\) bonds, so

\[
\frac{E_i}{i}=2\varepsilon\left(1-\frac1{\sqrt i}\right)\to2\varepsilon .
\]

The law then asks for \(n_1\propto e^{-2\varepsilon/kT}\). This is also how the adatom density in equilibrium with a straight island edge varies: adding an atom at a kink makes two bonds, and equilibrium requires \(ze^{2\varepsilon/kT}=1\). In this limit the rule keeps the supersaturation constant.

**Q:** You say that the flux must rise on heating, but you have compared separate depositions.

**A:** The equation for \(dN/d\theta\) also holds while \(T\) changes, provided the adatoms and small clusters adjust faster than the ramp. If \(F\) follows \(T\) so that \(\Lambda\) stays constant, the equation is the same as at fixed temperature, and so is \(N(\theta)\) once the adatom balance holds. Only the very start on a bare surface, before there are enough islands to capture the adatoms, can differ.

The same argument covers capture numbers that depend on \(\theta\) and \(N\). They change the curve \(N(\theta)\), but equally at both temperatures. The law makes no promise for a finished deposit heated without flux, where ripening can remove islands.

**Q:** Give me a case with numbers.

**A:** Take round parameters in the rough regime of growth of copper or silver on its own (100) surface, somewhat above room temperature: \(E_m=0.40\) eV, \(\varepsilon=0.30\) eV, \(\nu_0=10^{13}\) s\(^{-1}\), site spacing 0.25 nm. The capture numbers are \(\sigma_i=4\) and \(\sigma_x=6\).

An end atom of a trimer is held by one bond, while every atom of a square tetramer is held by two. This suggests \(i=3\), with \(E_3=2\varepsilon=0.60\) eV and

\[
E_m+\frac{E_3}{3}=0.40+0.20=0.60\ \text{eV}.
\]

Heat from \(T_1=370\) K, where \(kT_1=0.03188\) eV, to \(T_2=390\) K. The flux ratio is

\[
\frac{F_2}{F_1}
=\exp\left[\frac{0.60}{0.03188}\left(1-\frac{370}{390}\right)\right]
=e^{0.965}=2.62 .
\]

A starting flux of 0.0100 ML/s must rise to 0.0262 ML/s.

For the density at 370 K, \(D=8.90\times10^6\) sites\(^2\)/s, so \(F/D=1.12\times10^{-9}\) and \(\Lambda=2.1\times10^{-19}\). With \(A=4\times6/6^4=0.0185\), the formula gives \(N=7.1\times10^{-5}\) per site at \(\theta=0.3\). The adatom lifetime is about 0.3 ms, against 30 s of deposition. Near saturation, making nuclei uses about \(4\times2N\approx6\times10^{-4}\) of the deposited atoms.

**Q:** You chose \(i=3\) by counting bonds. What if nature does not respect your choice?

**A:** Then drop the choice. Let clusters of one to five atoms gain and lose atoms reversibly, and treat islands of six or more as stable. Write \(K_s\) for the equilibrium value of \(n_s/n_1^s\), summed over all cluster shapes, and use one capture number \(\sigma\) for all these clusters. The net rate from size \(s\) to \(s+1\) must vanish in equilibrium, so

\[
J_s=\sigma D\left(n_1n_s-\frac{K_s}{K_{s+1}}n_{s+1}\right).
\]

With \(u_s=n_s/(K_sn_1^s)\) this becomes

\[
J_s=\sigma DK_sn_1^{s+1}(u_s-u_{s+1}).
\]

In a steady state all \(J_s\) equal one rate \(J\). Divide by the prefactor and sum over \(s\). The differences telescope, with \(u_1=1\) and \(u_6=0\) because the last step is irreversible:

\[
\frac1J=\sum_{s=1}^{5}\frac1{\sigma DK_sn_1^{s+1}} .
\]

The steps act like resistances in series. A single critical size is a good description when one term dominates. Relative to \(s=3\), the terms for \(s=1\) to 5 are

- at 370 K: 0.007, 0.099, 1, 0.015, 0.056;
- at 390 K, with the raised flux: 0.005, 0.085, 1, 0.028, 0.123.

Size three dominates at both temperatures. The sums are 1.177 and 1.241. Since \(N^5\) is proportional to the nucleation prefactor, \(N\) should lie below the fixed-\(i\) formula by the factor \(1.177^{-1/5}=0.968\) at 370 K. Integration of the full cluster equations gives 0.967.

**Q:** And does your flux still hold the density in that larger model?

**A:** Nearly. It gives 1105 islands per µm\(^2\) at 370 K, a mean spacing of 30 nm, and 1094 per µm\(^2\) at 390 K with the law's flux, a drop of 1.0%. The sums explain it: \((1.177/1.241)^{1/5}=0.989\). The alternatives at 390 K do worse:

- unchanged flux leaves 0.546 of the islands;
- flux scaled with \(E_m\) alone leaves 0.813.

A numerical search for the flux that keeps \(N\) gives an activation energy of 0.610 eV, against 0.600 eV from the law. Letting clusters of up to seven or ten atoms decay as well moves this to 0.611 eV and the drop to 1.1%. With \(i\) imposed as 1, 2 or 3, the same search gives 0.400, 0.550 and 0.600 eV, equal to \(E_m+E_i/i\) to the digits shown.

**Q:** And the ramp, and the varying capture numbers?

**A:** In the larger model, raising \(T\) linearly with coverage from 370 to 390 K during one deposition, with the flux following the law, takes 19 s. It ends with 0.993 of the density grown at 370 K. The same ramp at constant flux ends with 0.684.

If \(\sigma_x\) grows as \(6(1+4\theta)\), the density at 370 K falls to 0.652 of its former value. Yet the law's flux still keeps the ratio between 390 K and 370 K at 0.985. There is then no plateau: \(N\) peaks near \(\theta=0.09\) and has fallen to about 0.82 of its peak at \(\theta=0.3\). What the law holds is \(N\) at a given coverage.

Even this growth of \(\sigma_x\) is modest. For an absorbing disc at the centre of a circular cell of area \(1/N\), with \(n_1\) the mean density on the free terrace, the diffusion equation gives \(\sigma_x=4\pi(1-\theta)/[-\ln\theta-(1-\theta)(3-\theta)/2]\). This is about 4, 11 and 34 at \(\theta=0.01\), 0.1 and 0.3. With it, \(N\) levels off by \(\theta\approx0.1\) even without a coalescence term. With that term it peaks early and ends near 730 per µm\(^2\) instead of 1105. The absolute densities above therefore rest on the choice \(\sigma_x=6\), while the ratio under the law's flux stays at about 0.995.

**Q:** What else could spoil this on a real surface?

**A:** Four neglected effects can be sized with the example's numbers.

- *Desorption.* With a rough adsorption energy of 2.5 eV, its rate at 390 K is about \(10^{-23}\) of the capture rate.
- *Ripening.* The equilibrium density at a straight edge, \(e^{-2\varepsilon/kT}\), is 0.25% of the adatom density at 370 K and 0.47% at 390 K. The net capture rate is \(\sigma_xD\,(n_1-e^{-2\varepsilon/kT})N\), so during deposition emission from straight edges changes it only by these fractions.
- *Adatoms on top of islands.* On a disc of radius \(r\) in site spacings, diffusion with uniform supply gives a mean density \(Fr^2/(8D)\) above the edge value. With an extra step barrier \(E_s\), balancing supply \(\pi r^2F\) against outflow adds \(Fr\,e^{E_s/kT}/(2D)\). For \(E_s=0.05\) eV and islands of radius 9.3 nm at 390 K, the total is about 0.1 of the terrace density with \(\sigma_x=6\), and about 0.5 with the diffusion-limited \(\sigma_x\) given above. Summing the nucleation rate, which varies as the fourth power of the density here, over the top of an island gives fewer than \(10^{-3}\) second-layer nuclei per island in either case. A much larger step barrier would change that.
- *Prefactor.* If \(\nu_0\) were proportional to \(T\), the flux at 390 K would need a further factor 1.05.

**Q:** So may I use 0.60 eV for copper?

**A:** Not as a measured value. Barriers and bond energies of a few tenths of an eV are reasonable for such surfaces, but these are round inputs. An error of 0.05 eV in \(E_m+E_i/i\) changes the flux ratio for this 20 K step by about 8%. A wrong critical size matters more: with \(i=1\) the ratio would be 1.90 instead of 2.62.

Real small clusters can also diffuse as a whole, and steps or impurities can capture adatoms or start islands. The model omits these effects, and I have not sized them. As a working rule, the law applies over a temperature range in which one critical size dominates, desorption and ripening are weak, clusters and islands hardly move, atoms landing on islands step down easily, and islands nucleate on clean terraces. In the example, the resistance of the five-atom step, relative to that of the three-atom step, doubles on heating by 20 K with the law's flux. That is the sign to watch for: on further heating, a single \(i=3\) becomes a poorer description. The numerical output below gives the values to more digits.

## Numbers as computed

```
barrier Em 0.40 eV, bond 0.30 eV, nu0 1.0e+13 1/s
capture numbers: clusters 4, islands 6
site spacing 0.25 nm, final coverage 0.30 ML
trimer: shapes per site 6, bonds 2, E3 0.60 eV
law: Em + E3/3 = 0.600 eV
lattice gas: fugacity 0.002, bond factor 10
lattice gas n3/n1^3: summed 606.5, law 600.0
disc coalescence factor 1.961 (theory 2)
fixed i at T1: i, N integrated, N formula (per site),
  flux energy found, Em+Ei/i (eV)
  1  3.728e-04  3.735e-04  0.4000  0.4000
  2  1.268e-04  1.269e-04  0.5500  0.5500
  3  7.135e-05  7.140e-05  0.6000  0.6000
T1 370 K, T2 390 K
kT at T1 0.03188 eV, at T2 0.03361 eV
D at T1 8.903e+06, at T2 1.694e+07 sites^2/s
flux at T1 0.0100 ML/s, law flux at T2 0.0262 ML/s
flux ratio by law 2.625
cluster model without assumed i:
  N at T1 6.905e-05 per site = 1105 per um^2
  mean island spacing at T1 30.1 nm
  N at T2, law flux 1094 per um^2
  N(T2)/N(T1), law flux 0.9901
  N(T2)/N(T1), unchanged flux 0.5457
  N(T2)/N(T1), flux scaled with Em alone 0.8131
  flux energy found 0.6101 eV
ramp T1 to T2 in one deposit, law flux: time 19.1 s
  N/N(T1): law flux 0.9932, constant flux 0.6837
capture growing with coverage: N(T1) times 0.6521
  N(T2)/N(T1), law flux 0.9853
chain resistances for sizes 1 to 5, relative to size 3:
  370 K: 0.0066 0.0992 1.0000 0.0149 0.0562
  390 K: 0.0049 0.0853 1.0000 0.0280 0.1231
N cluster model / N formula at T1 0.9672
adatom density at T1 2.71e-06, at T2 3.78e-06 per site
desorption/capture at T2 (rough 2.5 eV) 7.1e-24
edge vapour/adatom density: T1 0.0025, T2 0.0047
island radius at T2 9.3 nm
adatoms on top/terrace (step barrier 0.05 eV) 0.106
extra flux factor if nu0 is proportional to T 1.0541
```
